# Hellmann-Feynman and Pulay forces on nuclei in Kohn-Sham theory, part 1

(Sections cited here and not found follow in the second part.)

A code that takes the force on a nucleus to be its charge times the electric field of the electrons and the other nuclei can get both the size and the sign wrong. For LiH at 160 pm, with the PBE functional and the cc-pVDZ basis, that field gives $+11.65$ nN on lithium, towards hydrogen, while the slope of the computed energy gives about $-0.20$ nN, away from it. The electrostatic forces on the two nuclei add up to 12.01 nN, so the isolated molecule would accelerate itself. Differentiating the energy term by term seems to demand the response of every orbital to every nuclear coordinate. In fact the response drops out for a self-consistent solution, and the missing force is one further term that comes from the motion of the basis functions.

## A.1 Energy, conventions and conditions

Units are SI, with $k=e^2/4\pi\varepsilon_0$ and electron mass $m$. The system is finite, spin-restricted and free of magnetic fields, so the orbitals $\psi_i$ are real, with occupations $0\le f_i\le2$. The explicit formulas below are for this case. Complex orbitals would need complex conjugates, with $|\gamma|^2$ in the exchange energy, and a spin-polarized system a separate density matrix and operator for each spin; neither is treated here. With

$$\gamma(\mathbf r,\mathbf r')=\sum_i f_i\psi_i(\mathbf r)\psi_i(\mathbf r'),\qquad n(\mathbf r)=\gamma(\mathbf r,\mathbf r),\qquad \sigma=|\nabla n|^2,$$

the energy is

$$E=\sum_i f_i\langle\psi_i|\hat t|\psi_i\rangle+\int nv+\frac k2\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}+E_{xc}+E_{nn},\tag{A1}$$

where $\hat t=-\hbar^2\nabla^2/2m$, $v=-\sum_A kZ_A/|\mathbf r-\mathbf R_A|$ and $E_{nn}=\sum_{A<B}kZ_AZ_B/|\mathbf R_A-\mathbf R_B|$. The force is $\mathbf F_A=-dE/d\mathbf R_A$, and a prime denotes the total derivative with respect to one component $R$ of $\mathbf R_A$ along the self-consistent solution.

For any functional, however inaccurate, the force is the electrostatic one of A.3 if the basis is complete or does not move, and the electrostatic force plus the Pulay term of A.4 if the basis functions move with the nuclei. Both results rest on four conditions:

- (a) $E_{xc}$ is a differentiable functional of $\gamma$, and the operator in the orbital equations is its derivative.
- (b) $E_{xc}$ has no explicit dependence on the nuclear positions.
- (c) The solution is self-consistent and $\gamma$ is differentiable in $R$.
- (d) The occupations are fixed.

Section A.6 gives the extra term that appears when (a), (b) or (d) fails, and the order of the error when (c) fails. For explicit formulas take the form that covers LDA, GGA and global hybrids,

$$E_{xc}=\int e(n,\sigma)\,d^3r-\frac{ak}{4}\iint\frac{\gamma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}.$$

Here $a$ is the exact-exchange fraction. The factor $1/4$ arises because each spin carries $\gamma/2$ and contributes $-\tfrac k2\iint(\gamma/2)^2/|\mathbf r-\mathbf r'|$, and there are two spins. With $a\neq0$ the operator is nonlocal and the scheme is generalized Kohn-Sham.

## A.2 First variation and the orbital equations

At fixed nuclei, each term of (A1) changes linearly with a symmetric $\delta\gamma$, whose diagonal is $\delta n$. The external term gives $\int v\,\delta n$. In the Hartree term the two factors of $n$ contribute equally, which cancels the $1/2$ and gives $\int v_H\,\delta n$ with $v_H=k\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. In the semilocal term $\delta\sigma=2\nabla n\cdot\nabla\delta n$, so with $e_n=\partial e/\partial n$ and $e_\sigma=\partial e/\partial\sigma$ the change is $\int[e_n\delta n+2e_\sigma\nabla n\cdot\nabla\delta n]$. This defines $\hat v_{xc}$ as a symmetric bilinear form,

$$\langle\phi|\hat v_{xc}|\chi\rangle=\int\big[e_n\,\phi\chi+2e_\sigma\nabla n\cdot\nabla(\phi\chi)\big]d^3r.\tag{A2}$$

Integration by parts would turn (A2) into the local potential $e_n-\nabla\cdot(2e_\sigma\nabla n)$. An implementation should keep (A2): when the integral is replaced by a sum $\sum_g w_g(\cdots)$ over grid points, (A2) remains the exact derivative of the summed energy, whereas integration by parts holds on a grid only up to quadrature error. The exchange term gives $-\tfrac{ak}{2}\iint\gamma\,\delta\gamma/|\mathbf r-\mathbf r'|$, which for a product $\delta\gamma=\phi(\mathbf r)\chi(\mathbf r')$ equals $-\tfrac a2\langle\phi|\hat K|\chi\rangle$ with $\hat K\chi(\mathbf r)=k\int\gamma(\mathbf r,\mathbf r')\chi(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. Every term therefore maps a product $\phi\chi$ in $\delta\gamma$ to a matrix element of

$$\hat h=\hat t+v+v_H+\hat v_{xc}-\tfrac a2\hat K .$$

The variation of $\gamma$ is $\sum_i[f_i\,\delta\psi_i\psi_i+f_i\,\psi_i\delta\psi_i+\delta f_i\,\psi_i\psi_i]$, and $\hat h$ is symmetric, so the first two products give the same matrix element:

$$\delta E=2\sum_i f_i\langle\delta\psi_i|\hat h|\psi_i\rangle+\sum_i\delta f_i\langle\psi_i|\hat h|\psi_i\rangle.\tag{A3}$$

Any other functional of $\gamma$, a meta-GGA for instance, changes the content of $\hat h$ but not (A3).

At fixed $f_i$, orthonormality is imposed with a symmetric matrix of multipliers through $E-\sum_{ij}\lambda_{ij}(\langle\psi_i|\psi_j\rangle-\delta_{ij})$. Varying $\psi_i$ gives $2f_i\langle\delta\psi_i|\hat h|\psi_i\rangle-2\sum_j\lambda_{ij}\langle\delta\psi_i|\psi_j\rangle=0$ for every allowed $\delta\psi_i$, so

$$f_i\hat h\psi_i=\sum_j\lambda_{ij}\psi_j.\tag{A4}$$

Projection on $\psi_j$ gives $\lambda_{ij}=f_ih_{ji}$, and the symmetry of $\lambda$ and $h$ gives $(f_i-f_j)h_{ij}=0$. Thus $h_{ij}$ couples only orbitals of equal occupation. An orthogonal rotation among such orbitals leaves $\gamma$ unchanged and can be chosen to diagonalize $h_{ij}$, so that $\hat h\psi_i=\varepsilon_i\psi_i$ and $\lambda_{ij}=f_i\varepsilon_i\delta_{ij}$.

In a basis of real functions, $\psi_i=\sum_\mu c_{\mu i}\chi_\mu$, the allowed $\delta\psi_i$ lie in the span, and (A4) holds only after projection on each $\chi_\mu$:

$$Hc_i=\varepsilon_iSc_i,\qquad H_{\mu\nu}=\langle\chi_\mu|\hat h|\chi_\nu\rangle,\qquad S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle.\tag{A5}$$

The two matrices needed below are $D=\sum_if_ic_ic_i^T$ and $W=\sum_if_i\varepsilon_ic_ic_i^T$.

## A.3 The Hellmann-Feynman theorem

The energy depends on $R$ explicitly through $v$ and $E_{nn}$, by condition (b) through nothing else, and implicitly through the orbitals. The chain rule with (A3) and $f_i'=0$ gives

$$\frac{dE}{dR}=\int n\frac{\partial v}{\partial R}+\frac{\partial E_{nn}}{\partial R}+2\sum_if_i\langle\psi_i'|\hat h|\psi_i\rangle.\tag{A6}$$

If the basis is complete, or finite but independent of $R$, then $\psi_i'$ is an allowed variation and (A4) may be used against it:

$$2\sum_if_i\langle\psi_i'|\hat h|\psi_i\rangle=2\sum_{ij}\lambda_{ij}\langle\psi_i'|\psi_j\rangle=\sum_{ij}\lambda_{ij}\frac{d}{dR}\langle\psi_i|\psi_j\rangle=0 .$$

The second equality uses the symmetry of $\lambda$ to combine $\langle\psi_i'|\psi_j\rangle$ with $\langle\psi_i|\psi_j'\rangle$; the third holds because $\langle\psi_i|\psi_j\rangle=\delta_{ij}$ at every $R$. Keeping the full matrix $\lambda_{ij}$ means that any smooth choice of orbitals will do, which matters where degenerate canonical orbitals are not differentiable one by one.

With $\partial_{\mathbf R}|\mathbf r-\mathbf R|^{-1}=(\mathbf r-\mathbf R)/|\mathbf r-\mathbf R|^3$, the minus sign in $v$ cancels the minus sign in the definition of the force. For the nuclear term, $\partial_{\mathbf R_A}|\mathbf R_A-\mathbf R_B|^{-1}=-(\mathbf R_A-\mathbf R_B)/|\mathbf R_A-\mathbf R_B|^3$, whose sign is cancelled in the same way. Hence

$$\mathbf F_A^{HF}=kZ_A\int n(\mathbf r)\frac{\mathbf r-\mathbf R_A}{|\mathbf r-\mathbf R_A|^3}d^3r+\sum_{B\ne A}kZ_AZ_B\frac{\mathbf R_A-\mathbf R_B}{|\mathbf R_A-\mathbf R_B|^3},\tag{A7}$$

and $\mathbf F_A=\mathbf F_A^{HF}$. The nucleus is pulled towards the electron density and pushed away from the other nuclei by plain Coulomb forces.

The proof used stationarity alone. It did not use the form or accuracy of $E_{xc}$, the Hohenberg-Kohn theorems, or the assumption that the stationary point is a minimum, so it also covers excited configurations with fixed occupations. What it delivers is the exact slope of the approximate energy; the error of the functional reaches the force only through $n$. The optimized effective potential method does not obey (A4), but the same argument applies with the local potential as the variable, provided the set of allowed potentials is complete or does not depend on $R$: the energy is then stationary with respect to every change the potential can undergo, and only the explicit derivative survives. If the potential is written as $v$ plus a finite expansion, moving the nucleus changes it in a direction outside the optimized space, and a response term remains.

For the basis form, use $\partial_{\mathbf R}|\mathbf r-\mathbf R|^{-1}=-\nabla|\mathbf r-\mathbf R|^{-1}$ and integrate by parts; the surface term vanishes because the functions decay. The gradient lands on $\chi_\mu\chi_\nu$ with a plus sign, and the symmetry of $D$ makes its two terms equal:

$$\mathbf F_A^{HF,\,el}=2kZ_A\sum_{\mu\nu}D_{\mu\nu}\Big\langle\nabla\chi_\mu\Big|\frac1{|\mathbf r-\mathbf R_A|}\Big|\chi_\nu\Big\rangle.\tag{A8}$$

The sum runs over all basis functions and involves the single nucleus $A$.

## A.4 The Pulay term

Let the functions $\mu\in A$ depend on $\mathbf r-\mathbf R_A$, so that $\partial\chi_\mu/\partial\mathbf R_A=-\nabla\chi_\mu$ for $\mu\in A$ and zero otherwise. Equation (A6) still holds, being only the chain rule, but now

$$\psi_i'=\sum_\mu c_{\mu i}'\chi_\mu+\sum_\mu c_{\mu i}\frac{\partial\chi_\mu}{\partial R},$$

and the second part need not lie in the span.

The first part contributes $2\sum_if_i\,c_i'^THc_i$ to (A6). Since $D'=\sum_if_i(c_i'c_i^T+c_ic_i'^T)$ and $H$ is symmetric, this is $\mathrm{Tr}(HD')$. By (A5) it equals $2\sum_if_i\varepsilon_i\,c_i'^TSc_i$. The normalization $c_i^TSc_i=1$ holds at every $R$, and its derivative is $2c_i'^TSc_i+c_i^TS'c_i=0$. Substitution removes the unknown $c_i'$:

$$\mathrm{Tr}(HD')=-\sum_if_i\varepsilon_i\,c_i^TS'c_i=-\mathrm{Tr}(WS').\tag{A9}$$

For non-canonical orbitals the same steps give $W=\sum_{ij}\lambda_{ij}c_ic_j^T$, which is the same matrix. The overlap derivative is

$$S'_{\mu\nu}=-\langle\nabla\chi_\mu|\chi_\nu\rangle[\mu\in A]-\langle\chi_\mu|\nabla\chi_\nu\rangle[\nu\in A],$$

where the bracket is 1 if the statement holds and 0 otherwise. Exchanging the names of $\mu$ and $\nu$ in the second term and using $W_{\mu\nu}=W_{\nu\mu}$ gives $\mathrm{Tr}(WS')=-2\sum_{\mu\in A,\nu}W_{\mu\nu}\langle\nabla\chi_\mu|\chi_\nu\rangle$.

The second part contributes $2\sum_if_i\sum_{\mu\nu}c_{\mu i}c_{\nu i}\langle\partial_R\chi_\mu|\hat h|\chi_\nu\rangle=-2\sum_{\mu\in A,\nu}D_{\mu\nu}\langle\nabla\chi_\mu|\hat h|\chi_\nu\rangle$. Adding both parts and reversing the sign for the force gives $\mathbf F_A=\mathbf F_A^{HF}+\mathbf F_A^P$ with

$$\mathbf F_A^P=2\sum_{\mu\in A}\sum_\nu\Big[D_{\mu\nu}\langle\nabla\chi_\mu|\hat h|\chi_\nu\rangle-W_{\mu\nu}\langle\nabla\chi_\mu|\chi_\nu\rangle\Big].\tag{A10}$$

The two pieces will be called the $D$ term and the $W$ term. Only their sum has meaning: a constant $C$ added to $\hat h$ adds $2C\sum D_{\mu\nu}\langle\nabla\chi_\mu|\chi_\nu\rangle$ to the $D$ term and sends $W$ to $W+CD$, and the two changes cancel.

If nucleus and basis centre are given separate coordinates, the converged energy is a function $E(\mathbf R_A^{nuc},\mathbf R_A^{bas})$. Moving the nucleus alone is the case of A.3 and gives $\mathbf F^{HF}_A$; moving the centre alone leaves $v$ and $E_{nn}$ unchanged and gives $\mathbf F^P_A$. Each formula can thus be checked by its own energy difference.

The matrix in the $D$ term, for the $z$ component and with $(\phi\chi|\lambda\kappa)=k\iint\phi(\mathbf r)\chi(\mathbf r)\chi_\lambda(\mathbf r')\chi_\kappa(\mathbf r')/|\mathbf r-\mathbf r'|$, follows by putting $\partial_z\chi_\mu$ in the bra of each part of $\hat h$:

$$\langle\partial_z\chi_\mu|\hat h|\chi_\nu\rangle=\langle\partial_z\chi_\mu|\hat t+v|\chi_\nu\rangle+\sum_{\lambda\kappa}D_{\lambda\kappa}\Big[(\partial_z\chi_\mu\,\chi_\nu|\lambda\kappa)-\tfrac a2(\partial_z\chi_\mu\,\chi_\lambda|\kappa\nu)\Big]+X_{\mu\nu},$$

$$X_{\mu\nu}=\sum_gw_g\Big\{e_n\,\partial_z\chi_\mu\,\chi_\nu+2e_\sigma\nabla n\cdot\big[(\nabla\partial_z\chi_\mu)\chi_\nu+\partial_z\chi_\mu\nabla\chi_\nu\big]\Big\}_{\mathbf r_g}.$$

Three points matter in code. The potential $v$ here contains all nuclei while $\mu$ is restricted to $A$, the reverse of (A8). A GGA needs second derivatives of the basis functions on the grid. For occupations 2 and 0, $c_i^THc_j=\varepsilon_i\delta_{ij}$ gives $DHD=4\sum_{occ}\varepsilon_ic_ic_i^T$, so $W=\tfrac12DHD$ without canonical orbitals.

Under conditions (a) to (d), the force is the electrostatic one in a complete or fixed basis, and gains the Pulay term (A10) when the basis functions move with the nuclei; neither case requires the orbital response. It remains to show when the Pulay term vanishes, how the forces sum, and what changes when a condition fails, and to test the formulas numerically on LiH and H$_2$.
